How many silicon atoms must a shallow-donor supercell hold?

**Question.** A phosphorus-like donor in silicon has an effective Bohr radius of 2 nm. If it is placed in a periodic cubic cell whose edge spans six such radii, how many atoms does the cell hold, how does that number scale, and is the cell large enough for the donor level?

**Answer.** The number of atoms is a matter of geometry. Whether the cell is large enough depends on the quantity wanted and on the error allowed, so the two parts are treated in turn. "Six radii per side" is taken to mean that the full edge is six radii long, with the donor at the centre and each face three radii away.

**What the radius means**

A shallow donor binds its extra electron weakly, in an orbit covering many lattice cells. In the simplest effective-mass model the electron has one isotropic mass m*, and the donor ion attracts it through a Coulomb potential reduced by the static relative permittivity εr. The slowly varying envelope F of the wave function then obeys

−(ħ²/2m*) ∇²F − e²/(4πε₀εr r) F = E F.

Try F proportional to exp(−r/a). For a function of r alone, ∇²F = F″ + (2/r)F′, which gives

∇²F = [1/a² − 2/(a r)] F.

After insertion, the terms in 1/r must cancel at every r, and the constant terms give the energy:

ħ²/(m* a) = e²/(4πε₀εr),

E = −ħ²/(2m* a²) = −e²/(8πε₀εr a) ≡ −Ry*.

The second form of E follows from the first condition. The normalization integral is ∫ 4πr² exp(−2r/a) dr = 4π · 2/(2/a)³ = πa³, so

F(r) = exp(−r/a)/√(πa³).

With a = 2 nm and the rounded value εr = 12, the effective Rydberg is Ry* = 30.0 meV and the implied mass is 0.318 electron masses. These belong to the model. Silicon has six equivalent conduction valleys with anisotropic masses, and the potential close to a phosphorus ion is not a screened Coulomb potential. The model sets length and energy scales; it does not predict the measured phosphorus level.

**Counting the atoms**

The conventional cubic cell of the diamond structure has eight corner atoms shared among eight cells, six face atoms shared between two, and four atoms inside:

8 × 1/8 + 6 × 1/2 + 4 = 8.

With the lattice constant a_Si, the atomic density is 8/a_Si³. A cube of edge L = s a therefore holds

N = 8 (s a/a_Si)³.

For a_Si = 0.5431 nm the density is 49.94 atoms/nm³. The edge is 6 × 2.0 nm = 12.0 nm and the volume is 1728 nm³, so

N = 49.94 × 1728 ≈ 86,300 atoms.

This is 14 percent below one hundred thousand, so "roughly one hundred thousand" is a fair description. As a test, lattice sites were counted explicitly in cubes of this size placed at random positions; the mean count was 86,302.

A periodic cell aligned with the cubic axes must contain a whole number m of lattice constants along each edge. The ratio 12.0/0.5431 is close to 22, and m = 22 gives

N = 8 × 22³ = 85,184 atoms,

with an edge of 11.948 nm. The rounding changes the count by little more than one percent.

**How the count scales**

Since N is proportional to (s a)³, taking the logarithm and differentiating gives, for small changes,

dN/N = 3 (da/a + ds/s).

The uncertainty in the radius therefore enters three times over. For a finite change the cube itself should be used: a radius 10 percent larger multiplies N by 1.1³ = 1.33, which takes the count past one hundred thousand. Solving the formula for the edge gives

L = a_Si (N/8)^(1/3),

and N = 100,000 corresponds to L = 12.60 nm, or 6.30 radii. The difference between the calculated count and the round number is thus equivalent to a 5 percent change of edge.

The wording matters more. If six radii were meant on each side of the donor, the edge would be twelve radii and the count 2³ = 8 times larger, about 690,000 atoms.

Each cell contains one donor, so the periodic calculation describes a doped crystal with concentration 1/L³. For the 12 nm cell this is 5.79 × 10¹⁷ cm⁻³. The cell represents an isolated donor only so far as the coupling between neighbouring donors can be neglected.

**How much of the donor charge fits**

One measure of size is the fraction of the isolated donor's density F² that lies outside the cube. Consider first the two faces perpendicular to x. The probability density along x is found by integrating F² over the perpendicular distance ρ, with r² = x² + ρ². At fixed x, ρ dρ = r dr, so

p(x) = (1/πa³) ∫ 2πρ exp(−2r/a) dρ
= (2/a³) ∫ from |x| to ∞ of r exp(−2r/a) dr
= (1/a²)(|x| + a/2) exp(−2|x|/a).

The last line follows by integration by parts. Integrating once more, with a factor of two for the two sides, gives the probability beyond the planes x = ±X:

P(|x| > X) = (2/a²) ∫ from X to ∞ of (x + a/2) exp(−2x/a) dx
= (2/a²)[aX/2 + a²/4 + a²/4] exp(−2X/a)
= (1 + X/a) exp(−2X/a).

At X = 0 this equals one, as it must. A point outside the cube lies beyond at least one of the three pairs of faces. Adding the three probabilities counts some points more than once, near the extended edges and corners, so the sum is an upper bound. With X = L/2 = s a/2,

P_out ≤ 3 (1 + s/2) exp(−s).

For s = 6 the bound is 12 exp(−6) = 2.97 percent. Direct three-dimensional integration gives 2.83 percent. The six-radius cube thus holds about 97 percent of the isolated donor's charge.

A much smaller cell shows the contrast. A cube with m = 5 has 8 × 5³ = 1000 atoms and an edge of 5 × 0.5431 = 2.72 nm, so its faces are only 0.68 radii from the donor. The probability beyond one pair of faces is already

(1 + 0.68) exp(−1.36) ≈ 0.43.

At least 43 percent of the isolated charge would lie outside. For such a cell the sum over three pairs exceeds one and says nothing useful, but the result for a single pair remains a valid lower bound.

**Is the donor level converged?**

In a periodic calculation the tail does not disappear at the face. It overlaps the tails of the neighbouring donors, and the single level becomes a band whose energy depends on the wave vector k. An isolated donor has no such dispersion, so the spread measures an error of the cell.

To estimate it, measure lengths in a and energies in Ry*. The edge is then s and the Hamiltonian is

H = −∇² + V.

For one ion the potential is −2/r. Because ∇²(1/r) = −4πδ(r), the Fourier transform of 1/r is 4π/G². A lattice with one ion per volume s³ therefore has the coefficients

V_G = −8π/(s³G²) for G ≠ 0, V₀ = 0.

Setting V₀ to zero amounts to adding a uniform background that neutralizes the ions. In a real neutral cell the donor electron's own localized charge does this, so the model is a guide to the size of the dispersion and not a prediction for silicon.

Compare the lowest states at Γ, where k = 0, and at the zone corner R, where k = (π/s)(1, 1, 1). Define W = E_R − E_Γ. Both states can be taken real and even about the donor along each axis. On moving by one edge length, the Γ state repeats and the R state changes sign, since exp(iπ) = −1. Combined with evenness, for a small displacement u across a face,

ψ_Γ(s/2 + u) = ψ_Γ(s/2 − u),
ψ_R(s/2 + u) = −ψ_R(s/2 − u).

So ψ_Γ has zero normal derivative on every face, while ψ_R vanishes there. Multiply the equation for ψ_R by ψ_Γ, multiply the equation for ψ_Γ by ψ_R, subtract, and integrate over the cell. The potential cancels, and Green's identity turns the remaining Laplacians into a surface integral:

W ∫ ψ_Γψ_R dV = −∮ (ψ_Γ ∂ₙψ_R − ψ_R ∂ₙψ_Γ) dS
= −∮ ψ_Γ ∂ₙψ_R dS.

Apart from the overlap integral on the left, the dispersion is thus fixed by what the wave functions do at the faces.

For a large cell, approximate the states near a face by the sum and difference of the two isolated tails that meet there. On the face the tails are equal, so ψ_Γ ≈ 2F. Their normal derivatives are opposite, so ∂ₙψ_R ≈ 2∂ₙF = −2(s/2r)F = −(s/r)F. The volume integral on the left tends to one as the cell grows, and is set to one here. There are six faces, and for each the integral may be extended over the whole plane because F² decays quickly:

W ≈ 6 × 2s ∫ (F²/r) dS
= 12s × (1/π) ∫ 2πρ exp(−2r)/r dρ
= 12s × 2 ∫ from s/2 to ∞ of exp(−2r) dr
= 12 s exp(−s).

Restoring the energy unit gives W ≈ 12 s exp(−s) Ry*. For s = 6 this is 72 exp(−6) × 30.0 meV ≈ 5.4 meV.

The plane-wave solution of the same model, which does not use the tail approximation, gives these values:

s = 6: 86,296 atoms, W = 6.4 meV
s = 8: 204,553 atoms, W = 1.3 meV
s = 9: 291,248 atoms, W = 0.53 meV
s = 10: 399,517 atoms, W = 0.22 meV
s = 12: 690,366 atoms, W = a few hundredths of a meV

The tail formula gives 0.97 meV at s = 8 and 0.16 meV at s = 10. It lies below the computed widths by roughly 17 percent at s = 6 and by about a quarter at s = 8 and 10, relative to those widths, but it follows their steep fall. The estimate uses the tails of an isolated donor, whereas the periodic potential changes them, so its relative error need not vanish as the cell grows.

At six radii the dispersion is 0.21 Ry*, about a fifth of the model binding energy. The cell that holds 97 percent of the charge therefore does not give a flat level. In the estimates above both measures contain the factor exp(−s), but with different prefactors: at s = 6 the bound on the outside charge is 12 exp(−6), while the width in units of Ry* is about 72 exp(−6).

**Checks on the band calculation**

At large s the band centre should approach the isolated level, shifted by the potential of the other ions and the background. Near the donor, the electron's potential energy averaged over directions is

−2/r + 2ξ/s − 4πr²/(3s³),

where ξ = 2.8373 is the Madelung constant of the cubic lattice. The quadratic term comes from the background: its charge density −1/s³ produces an electrostatic potential 2πr²/(3s³), whose Laplacian is 4π/s³, and the electron's energy is −2 times that potential in these units. For the hydrogen-like state, ⟨r²⟩ = 4 ∫ r⁴ exp(−2r) dr = 4 × 24/32 = 3. To first order the centre is therefore

E_centre ≈ −1 + 2ξ/s − 4π/s³.

At s = 12 this gives −0.5344 Ry*, while the mean of the computed Γ and R energies is −0.5315 Ry*. The difference of 0.003 Ry* is within the tested allowance of 0.01 Ry*, set for the finite plane-wave cutoff at the donor's cusp. The large shift from −1 reflects the choice of zero for the potential. It is common to Γ and R and drops out of W.

A coarser cutoff changes the width at s = 6 from 0.2148 to 0.2152 Ry*, or about 0.01 meV. The larger edges use the same number of plane waves and hence a lower cutoff. Converging them lowers the widths at s = 8, 9 and 10 by 0.002 to 0.004 meV, to 1.25, 0.52 and 0.21 meV, so the listed values at s = 9 and 10 are one unit too high in the last digit. The width at s = 12 stays near 0.035 meV, and the band centre there moves to −0.5345 Ry*, which closes the gap to the formula.

**Choosing the cell**

If the model dispersion must be below 1 meV, the first edge in the list that satisfies the demand is nine radii, or 18 nm, with about 291,000 atoms. Compared with six radii, the count has grown by (9/6)³ = 3.4, while the width has fallen by a factor of about 12. The atom count grows as a power of the edge and the coupling falls almost exponentially, so a moderate increase in edge buys a large gain in flatness. The price can still be high: for a method whose cost grows as N³, the same step costs 3.375³ ≈ 38 times more.

A larger cell is not the only remedy. If coupling between nearest neighbours dominates, the band has the form

E(k) = E₀ − 2t (cos k_xL + cos k_yL + cos k_zL),

with k and L in ordinary units. The Γ energy is E₀ − 6t and the R energy is E₀ + 6t, so W = 12t. At k = (π/2L)(1, 1, 1) all three cosines vanish and the energy is E₀. In this approximation a suitable wave vector removes the leading dispersion error from the level, although the donor wave functions still overlap. In the same approximation a calculation at Γ alone places the level too low by W/2, about 3 meV for the six-radius cell. The nearest-neighbour form is only approximate for this model: at s = 6 the points (π/L)(1, 0, 0) and (π/L)(1, 1, 0) lie 0.43W and 0.75W above Γ rather than W/3 and 2W/3. The point (π/2L)(1, 1, 1) lies 0.51W above Γ, about 0.2 meV below the band average.

These widths should not be transferred to real phosphorus without care. The anisotropic mass in each valley makes the orbit reach farther in some directions than in others, and the coupling depends exponentially on that reach. A single valley with silicon's masses, 0.19 and 0.92 electron masses, and εr = 11.7 gives W of about 11 meV at 12 nm and 1.6 meV at 18 nm, so in that case the 18 nm cell misses the 1 meV target. Interference between the six valleys can change the coupling further, and a stronger potential near the ion can shorten the orbit. The atom count is far less dependent on the model: once the edge is fixed at 12 nm, silicon's lattice constant sets it at about 86,000. That many atoms are needed for a six-radius cell; a donor level flat to 1 meV at all k calls, in this model, for a few times more. The numerical output below gives the values used here.

Computed values

```
Effective Bohr radius: 2.0 nm
Si lattice constant: 0.5431 nm
Si atomic density: 49.94 atoms/nm^3
Cell edge, six radii: 12.0 nm
Cell volume: 1728 nm^3
Atoms from density: 86296
Mean explicit lattice count: 86302 atoms
Lattice constants per periodic edge: 22
Periodic cell edge: 11.948 nm
Atoms in periodic cell: 85184
Donor concentration: 5.79e+17 cm^-3
Edge for 100000 atoms: 12.60 nm
That edge in radii: 6.30
Atoms if edge is twelve radii: 690366
Charge outside cube, quadrature: 2.83 percent
Charge outside, face estimate: 2.97 percent
Relative permittivity input: 12.0
Effective Rydberg: 30.00 meV
Implied effective mass: 0.318 electron masses
Cubic Madelung constant: 2.8373
Band centre at 12 radii, computed: -0.5315 Ry*
Band centre at 12 radii, formula: -0.5344 Ry*
Width at 6 radii, fine cutoff: 0.2148 Ry*
Width at 6 radii, coarse cutoff: 0.2152 Ry*
Edge 6 radii: 86296 atoms, W = 6.444 meV
Edge 8 radii: 204553 atoms, W = 1.259 meV
Edge 9 radii: 291248 atoms, W = 0.527 meV
Edge 10 radii: 399517 atoms, W = 0.216 meV
Edge 12 radii: 690366 atoms, W = 0.035 meV
Dispersion target: 1.0 meV
First listed edge below target: 9 radii
```
